\section*{Measuring the localised charge of a defect in a periodic supercell}

\section{What symmetry and neutrality fix}

A defect of charge $q$ sits in a cubic supercell of side $L$ and volume $\Omega=L^3$, repeated periodically. A uniform background of density $-q/\Omega$ makes the cell neutral. We want the charge $Q(R)$ inside a sphere of radius $R$ centred on the defect, counting the defect, the response of the host and the background.

Suppose that the host is homogeneous and responds linearly, locally and isotropically, and that the density is averaged over the host lattice. The response charge is then proportional, point by point, to the external charge (this is derived below). Away from the defect the external charge is the uniform background, so the density there is a constant $c$. Anisotropic hosts, for which this fails, are treated at the end. Near the defect there is in addition a compact charge $Q_{\rm loc}$. A sphere that contains this charge and no periodic image holds
\begin{equation}
Q(R)=Q_{\rm loc}+\frac{4\pi}{3}R^3c .
\end{equation}
The whole cell is neutral, so $Q_{\rm loc}+\Omega c=0$ and $c=-Q_{\rm loc}/\Omega$. Hence
\begin{equation}
Q(R)=Q_{\rm loc}\left(1-\frac{4\pi R^3}{3\Omega}\right).
\label{eq:form}
\end{equation}
Only $Q_{\rm loc}$ is left to the dynamics. By linearity it is $q$ times a dimensionless number, which will turn out to be $1/\varepsilon$, with $\varepsilon$ the dielectric constant of the host.

The decline of $Q(R)$ is therefore cubic in $R$. The background charge per unit radius, $4\pi R^2c$, and the background part of the potential are quadratic in $R$. Where the sphere first touches the cell boundary, at $R=L/2$, the fraction $1-\pi/6\approx0.48$ of $Q_{\rm loc}$ remains.

Hartree atomic units are used. Positive $q$ means missing electrons. The ions are held fixed, so $\varepsilon$ is the electronic constant, and the mean electric field in the cell is zero.

\section{Derivation}

\subsection{The compact charge}

Let $\rho_{\rm ext}$ be the charge that is not host response, and $\mathbf P$ the macroscopic polarisation. In a linear isotropic host,
\begin{align}
\nabla\cdot\mathbf D&=4\pi\rho_{\rm ext}, &
\mathbf D&=\mathbf E+4\pi\mathbf P=\varepsilon\mathbf E .
\end{align}
Eliminating $\mathbf E=\mathbf D/\varepsilon$ gives $4\pi\mathbf P=(1-1/\varepsilon)\mathbf D$. The response charge is $-\nabla\cdot\mathbf P$, so
\begin{equation}
\rho_{\rm tot}=\rho_{\rm ext}-\left(1-\frac1\varepsilon\right)\rho_{\rm ext}
=\frac{\rho_{\rm ext}}{\varepsilon}.
\end{equation}
Inside one cell $\rho_{\rm ext}=q[\delta(\mathbf r)-1/\Omega]$, and therefore
\begin{equation}
\rho_{\rm tot}=\frac q\varepsilon\left[\delta(\mathbf r)-\frac1\Omega\right],
\qquad Q_{\rm loc}=\frac q\varepsilon .
\label{eq:tot}
\end{equation}

A density difference between two electronic-structure calculations does not contain the background. Adding $q/\Omega$ back to (\ref{eq:tot}) gives
\begin{align}
\rho_{\rm raw}&=\frac q\varepsilon\,\delta(\mathbf r)
+\frac{q}{\Omega}\left(1-\frac1\varepsilon\right),\\
Q_{\rm raw}(R)&=\frac q\varepsilon
+q\left(1-\frac1\varepsilon\right)\frac{4\pi R^3}{3\Omega}.
\label{eq:raw}
\end{align}
The screening charge $-q(1-1/\varepsilon)$ gathers at the defect. In a finite sample its counterpart would sit on the surface; a periodic cell has no surface, and the counterpart is spread through the volume. The raw charge thus rises from $q/\varepsilon$ to $q$, while the charge with background falls from $q/\varepsilon$ to zero. Both have the same intercept at $R^3=0$.

For $\varepsilon\to1$ the intercept is the bare charge. For $\varepsilon\to\infty$ it vanishes, and the raw charge is spread evenly over the cell.

\subsection{Where the curve reaches zero}

Equation (\ref{eq:form}) vanishes when the sphere has the volume of the cell:
\begin{equation}
R_0=\left(\frac{3}{4\pi}\right)^{1/3}L\approx0.620\,L .
\label{eq:zero}
\end{equation}
Such a sphere bulges into the neighbouring cells, but stays clear of the images at distance $L$ if their compact charge has a radius below about $0.38L$.

If each sphere is instead clipped to the cell, $4\pi R^3/3$ is replaced by the clipped volume $V_{\rm clip}$. For $L/2\le R\le L/\sqrt2$ six separate caps of height $R-L/2$ are removed:
\begin{equation}
V_{\rm clip}=\frac{4\pi R^3}{3}-2\pi\left(R-\frac L2\right)^2\left(2R+\frac L2\right).
\end{equation}
Beyond $L/\sqrt2$ the caps overlap and counting grid points is simpler. The clipped charge reaches zero at the cell corner, $R=\sqrt3L/2$, where the region is the whole neutral cell.

\subsection{Where the parabola belongs}

Let $\bar\phi(R)$ be the potential averaged over the surface of the sphere of radius $R$. Gauss's law gives $-d\bar\phi/dR=Q(R)/R^2$. Inserting (\ref{eq:form}) and integrating,
\begin{equation}
\bar\phi(R)=\frac q\varepsilon\left[\frac1R+\frac{2\pi R^2}{3\Omega}\right]+{\rm const}.
\label{eq:phi}
\end{equation}
The second term is the parabola.

\subsection{Why microscopic structure spares the intercept}

A real host has a response that depends on the wave vector $\mathbf K$. Take a site with full cubic symmetry, including inversion, in an infinite crystal. In an insulator the response to the total field is short-ranged, hence analytic in the components of $\mathbf K$, and the only non-analytic factor is the Coulomb kernel $1/K^2$. Each order is then a ratio of homogeneous polynomials in the components of $\mathbf K$, and inversion removes those of odd degree. At small $K$ the lattice-averaged charge therefore has the expansion
\begin{equation}
\rho(\mathbf K)=\frac q\varepsilon+K^2h_2(\hat{\mathbf K})+K^4h_4(\hat{\mathbf K})+\dots
\end{equation}
with cubic angular functions $h_n$. Split each $h_n$ into spherical harmonics. The $\ell=0$ part multiplies an even power of $K$, which is a polynomial in the components of $\mathbf K$; in real space it is a derivative of a delta function and adds no charge to a sphere that encloses it. The parts with $\ell>0$ keep their $\ell$ under Fourier transformation, so their average over a sphere around the defect is zero. No term of the expansion changes the enclosed charge at large $R$.

In a supercell the images are not centred on the sphere, and their tails do contribute. The first anisotropic term has degree 2 in $K$, so by scaling its density falls as $r^{-5}$. With a host length $a$, the images contribute a density of order $qa^2/L^5$, which relative to the background $q/(\varepsilon L^3)$ is of order $\varepsilon(a/L)^2$. This is a finite-size error mainly in the slope of $Q$ against $R^3$.

\section{The scheme}

\subsection{Smoothing}

A sphere cuts through polarised host units, so the unsmoothed $Q(R)$ ripples. Convolution with a normalised Gaussian of width $\sigma$ multiplies $\rho(\mathbf K)$ by $e^{-K^2\sigma^2/2}$. It leaves a constant density unchanged and suppresses the host period, whose shortest reciprocal vector is $g$, by $e^{-g^2\sigma^2/2}$. The price is that the compact charge is spread. With $x=R/\sigma$, the fraction of a Gaussian charge outside $R$ is
\begin{equation}
F(x)={\rm erfc}\!\left(\frac{x}{\sqrt2}\right)+\sqrt{\frac2\pi}\,x\,e^{-x^2/2},
\end{equation}
which is $1.5\times10^{-5}$ at $x=5$ and $1.1\times10^{-3}$ at $x=4$.

\subsection{Sphere integral}

Write $\rho(\mathbf r)=\Omega^{-1}\sum_{\mathbf K}\rho(\mathbf K)e^{i\mathbf K\cdot\mathbf r}$ with the origin at the defect. The angular average of the plane wave is $\sin(Kr)/(Kr)$, so its integral over the sphere is
\begin{align}
s(K,R)&=\frac{4\pi}{K}\int_0^R r\sin(Kr)\,dr\nonumber\\
&=\frac{4\pi}{K}\left[\frac{\sin KR}{K^2}-\frac{R\cos KR}{K}\right]\nonumber\\
&=\frac{4\pi(\sin KR-KR\cos KR)}{K^3}.
\end{align}
The enclosed charge is then
\begin{equation}
Q(R)=\frac1\Omega\sum_{\mathbf K\ne0}\rho(\mathbf K)\,e^{-K^2\sigma^2/2}\,s(K,R).
\label{eq:sum}
\end{equation}
Leaving out $\mathbf K=0$ is the same as including the background. Since $s$ depends on $K=|\mathbf K|$ alone, the coefficients can first be summed over shells of equal $K$.

\subsection{Fit}

Fit $Q=c_0+c_1R^3$ for $R$ between about $5\sigma$ and $L/2$. Comparison with (\ref{eq:form}) gives two estimates,
\begin{equation}
\frac q\varepsilon=c_0,\qquad \frac q\varepsilon=-\frac{3\Omega}{4\pi}\,c_1 .
\end{equation}
The first is the result; the second is a consistency check that carries the larger image error.

\begin{verbatim}
input: n_def, n_host on one grid; change of
       ionic charge rho_ion; q, L, centre r0, sigma
rho = rho_ion - (n_def - n_host)
check: integral of rho over the cell equals q
rhoK = Omega * FFT(rho) / (number of points)
rhoK[0] = 0                   # adds background
rhoK *= exp(i K.r0)           # origin at defect
rhoK *= exp(-K^2 sigma^2 / 2)
W[shell] = sum of Re rhoK over equal |K|
for R from 5 sigma to L/2:
    Q(R) = sum_shell W * s(K,R) / Omega
fit Q = c0 + c1 R^3
output: c0, and -3 Omega c1 / (4 pi) as check
\end{verbatim}

The sign in the third line follows from the negative charge of electrons. With pseudopotentials, \texttt{rho\_ion} holds the change in valence core charge.

\subsection{Cost and numerical stability}

For $m$ grid points per side the transform costs $O(m^3\log m)$ and the shell sum $O(m^3)$. On a cubic grid $K^2$ is an integer multiple of $(2\pi/L)^2$, so there are $O(m^2)$ shells, and each further radius costs $O(m^2)$.

For small $y=KR$ the numerator of $s$ is a difference of two numbers of size $y$ that leaves $y^3/3$, so the relative rounding error grows as $y^{-2}$. There one uses $s\approx(4\pi R^3/3)(1-y^2/10)$. Inside the fit window the smallest $y$ is $2\pi R/L$, of order one, and the closed form is safe. Adding up grid points inside a sphere also works, but the jagged surface adds counting noise.

\section{Worked example}

\subsection{Model}

The host is a simple cubic lattice with $a=6$ bohr of units with polarisability $\alpha=26$ bohr$^3$. Each dipole is a Gaussian of width $s_d=0.72$ bohr. A charge $q=1$ sits at the centre of a host cube. The dipoles obey $\mathbf p_i=\alpha\mathbf E_i$, where $\mathbf E_i$ is the field of the defect and of all other dipoles. Translation symmetry of the host separates the supercell wave vectors $\mathbf k$:
\begin{align}
\left(\alpha^{-1}-T_{\mathbf k}\right)\mathbf p_{\mathbf k}&=\mathbf E^{\rm def}_{\mathbf k},\\
T_{\mathbf k}&=-\frac{4\pi}{a^3}\sum_{\mathbf K=\mathbf k+\mathbf g}
\frac{\mathbf K\mathbf K^{T}}{K^2}e^{-K^2s_d^2}
+\frac{4\pi}{3}\frac{1}{(4\pi s_d^2)^{3/2}},
\end{align}
with $\mathbf K=0$ omitted. The last term, times the unit matrix, removes the field of each dipole on itself. No dielectric constant enters.

Separately, one primitive cell in a uniform field $E$ gives $p=\alpha(E+\lambda p)$, with $\lambda$ the diagonal element of $T_0$. Then $p=\alpha E/(1-\alpha\lambda)$ and
\begin{equation}
\varepsilon=1+\frac{4\pi\alpha/a^3}{1-\alpha\lambda}.
\end{equation}
For non-overlapping dipoles $\lambda=4\pi/(3a^3)$. With $x=4\pi\alpha/(3a^3)=0.5042$ this becomes the Clausius--Mossotti value $(1+2x)/(1-x)=2.0084/0.4958=4.051$, and the lattice sum agrees. The expected compact charge is $1/4.051=0.2469\,e$.

\subsection{The curve}

The averaging width is $\sigma=0.8a=4.8$ bohr, for which $e^{-g^2\sigma^2/2}\approx3\times10^{-6}$. For $16^3$ host cells, $L=96$ bohr and $\Omega=884\,736$ bohr$^3$:

\begin{center}
\begin{tabular}{rrrr}
$R$ (bohr) & $Q$ ($e$) & Eq.~(\ref{eq:form}) & $Q_{\rm raw}$ ($e$)\\
12 & 0.2205 & 0.2448 & 0.2287\\
18 & 0.2414 & 0.2400 & 0.2691\\
24 & 0.2314 & 0.2307 & 0.2969\\
36 & 0.1937 & 0.1923 & 0.4146\\
48 & 0.1206 & 0.1176 & 0.6442\\
60 & $-0.0001$ & $-0.0056$ & 1.0226
\end{tabular}
\end{center}

At 12 bohr the sphere does not yet hold the whole smoothed charge. The largest listed value, at 18 bohr, is 2\% below $q/\varepsilon$, and the decline has already begun: there is a rounded maximum and no flat plateau. At 60 bohr the sphere is slightly larger than the cell, which is why $Q_{\rm raw}$ exceeds $q$.

Reading the charge at $R=5\sigma=24$ bohr gives a value 6\% too low, close to the background fraction $4\pi(24)^3/(3\Omega)=0.065$. To push that fraction down to 1\% would take $\Omega=5.8\times10^6$ bohr$^3$, or $L\approx180$ bohr. The fit removes the need: its intercept is $0.2470\,e$ in the present cell, 0.07\% above $q/\varepsilon$, and $0.2474\,e$ for $12^3$ host cells, 0.2\% above.

A fit linear in $R^2$ gives $0.273\,e$, 11\% too high. As a function of $u=R^2$ the true curve contains $-u^{3/2}$, which is concave, and a line fitted to a concave curve lies above it when extended to $u=0$. The fitted power of the decline is 3.02.

A second host with $\alpha=12$ bohr$^3$ has $\varepsilon=1.910$ and $q/\varepsilon=0.5236\,e$; the intercept agrees to the four digits printed.

\subsection{Background, potential and clipped spheres}

The slope gives $q/\varepsilon=0.2415\,e$, 2\% low, so within the fit window the background, averaged over spheres, is slightly weaker than $q/(\varepsilon\Omega)$; since the cell is neutral, it is slightly stronger towards the edges and corners. In line with this, $Q$ vanishes at 60.0 bohr, where (\ref{eq:zero}) gives 59.6 bohr.

Image tails are the likely cause, and the two cell sizes allow a check. At $R=30$ bohr the droop $1-\varepsilon Q/q$ is 0.2896 for $12^3$ cells and 0.1246 for $16^3$. The background fractions $4\pi R^3/(3\Omega)$ are 0.3030 and 0.1278, so, from the unrounded values, the droops fall short by 4.4\% and 2.6\%. The ratio of these shortfalls is 1.73, and an error of order $(a/L)^2$ would give $(16/12)^2=1.78$. Two sizes support this explanation but do not prove it, and the power law is only the leading behaviour: at fixed $R$ the part of the screening charge still outside the sphere does not shrink with $L$, while the background fraction by which it is divided falls as $L^{-3}$. The comparison at fixed $R$ therefore degrades in larger cells, where the error of the fitted slope is the cleaner measure.

For the potential, (\ref{eq:phi}) between 24 and 48 bohr gives
\begin{equation}
0.2469\,(0.02083-0.00409)=0.00413 ,
\end{equation}
in hartree per unit charge. The computed drop is 0.00416. The parabola cancels a fifth of the Coulomb term.

For spheres clipped to the cell, direct grid sums give $0.121$, $0.041$ and $0.003\,e$ at $R/L=0.50$, 0.62 and 0.75, against $0.118$, $0.039$ and $0.003\,e$ from the clipped volume, and zero at the corner. The remaining values are in the numerical output.

\section{Failure modes}

\paragraph{Too little smoothing.} The response charge in a sphere is $-\oint\mathbf P\cdot d\mathbf S$, and the microscopic $\mathbf P$ is modulated with the host period. The six shortest $\mathbf g$ of the model give a relative modulation of the flux up to $6e^{-g^2(\sigma^2+s_d^2)/2}/(gR)$. For $\sigma=1.5$ bohr and $R\approx25$ bohr this factor is 0.050. The smooth flux is $q(1-1/\varepsilon)(1-4\pi R^3/3\Omega)\approx0.62\,e$ for $12^3$ cells, so this shell alone gives a ripple of about $0.03\,e$. The largest computed deviation from the fitted line is $0.042\,e$, a sixth of the charge sought. With $\sigma=4.8$ bohr it is $0.0001\,e$.

\paragraph{No fit window.} The range from $5\sigma$ to $L/2$ exists only if $L>10\sigma$. The example has $g\sigma\approx5$, which at equal suppression requires $L>50/g$, or more than eight host cells per side here. For a diamond, zincblende or rocksalt host with cube edge $a_0$, $g=2\pi\sqrt3/a_0$ and $50/g=4.6\,a_0$, so a cubic supercell needs at least $5^3$ conventional cells, or 1000 atoms, before any window opens. Starting at $4\sigma$ relaxes this to $L>40/g$, at the cost of an error at the lower end. For a point-like compact charge this would be $F(4)\approx0.1\%$ of that charge, but the screening charge has its own extent: in the example, $Q$ at 18 bohr ($3.75\sigma$) lies about 0.6\% of $q/\varepsilon$ above (\ref{eq:form}). Even at 24 bohr ($5\sigma$) it lies about 0.3\% above, and the weaker background accounts for only about half of this; the rest far exceeds $F(5)$. The size of the defect state counts too: for a Gaussian state of width $b$, the smoothed width is $\sqrt{\sigma^2+b^2}$, and this replaces $\sigma$ in the lower end of the window.

\paragraph{Partly delocalised charge.} Let a fraction $f$ of $q$ be localised and the rest spread evenly, with $\varepsilon$ unchanged. Then
\begin{equation}
\rho_{\rm ext}=fq\,\delta(\mathbf r)+\frac{(1-f)q}{\Omega}-\frac q\Omega
=fq\left[\delta(\mathbf r)-\frac1\Omega\right],
\end{equation}
and the intercept is $fq/\varepsilon$. With $\varepsilon$ known independently, the scheme measures $f$, provided that the rest is indeed spread evenly. If the charge $q$ of the cell goes entirely into an evenly spread band-edge state and leaves the defect neutral, $f=0$ and the intercept is zero. An extended state whose lattice-averaged density varies over the cell shifts the intercept, and if the variation is strong the shift can be a sizeable fraction of $q/\varepsilon$. A non-zero intercept therefore does not by itself prove localisation; the density of the state should be inspected as well.

\paragraph{Anisotropic hosts.} For a dielectric tensor $\boldsymbol\varepsilon$, the potential of the defect is $4\pi q/(\mathbf K\cdot\boldsymbol\varepsilon\mathbf K)$, and multiplying by $K^2/4\pi$ gives $\rho(\mathbf K)=q/(\hat{\mathbf K}\cdot\boldsymbol\varepsilon\hat{\mathbf K})$. In an infinite crystal its $\ell=0$ part is the compact charge seen by spheres,
\begin{equation}
Q_{\rm loc}=q\left\langle\frac{1}{\hat{\mathbf K}\cdot\boldsymbol\varepsilon\hat{\mathbf K}}\right\rangle_{\hat{\mathbf K}} ,
\end{equation}
which in general differs from $q$ divided by the mean dielectric constant. The angular parts now have degree 0 in $K$ and tails falling as $r^{-3}$. Such tails have no length scale, so the density they bring from the images scales as $L^{-3}$, just like the background, and the slope is no longer a reliable check. The tails can also bend $Q$ against $R^3$. This bending depends on $R/L$ only, so a larger cell alone does not remove it from a fit that ends at $L/2$. With strong anisotropy the upper end of the fit should be lowered to a smaller fraction of $L$ as the cell grows. The numerical example does not cover this case.

\paragraph{Relaxed ions.} If the ions move, the relevant constant is the static one, and the charge of the displaced ions must be included in $\rho$. An electron density difference alone then contains large dipoles at every displaced ion and does not give the enclosed charge.

\paragraph{Nonlinear response.} Strong fields close to the defect may invalidate linear response there. The intercept survives if the response is linear throughout the fit window, because the response charge inside a sphere is fixed by the flux of $\mathbf P$ through its surface. If the nonlinear region reaches the window, the fit has no simple meaning; curvature of $Q$ against $R^3$ is then a warning sign.

\section*{Table of computed values}
\begin{verbatim}
lattice constant          6.0 bohr
host dipole width         0.72 bohr
averaging width sigma     4.8 bohr
defect charge q           1.0 e
polarisability            26.0 bohr^3
eps, uniform field        4.0509
eps, Clausius-Mossotti    4.0509
q/eps                     0.2469 e
supercell side, N=16      96.0 bohr
fit window, N=16          24.0 to 48.0 bohr
N=16: R (bohr), Q (e), formula (e), Q without background (e)
    6.0    0.0872    0.2466    0.0882
   12.0    0.2205    0.2448    0.2287
   18.0    0.2414    0.2400    0.2691
   24.0    0.2314    0.2307    0.2969
   30.0    0.2161    0.2153    0.3439
   36.0    0.1937    0.1923    0.4146
   42.0    0.1623    0.1603    0.5131
   48.0    0.1206    0.1176    0.6442
   54.0    0.0670    0.0628    0.8125
   60.0   -0.0001   -0.0056    1.0226
R^3-fit intercept, N=12   0.24740 e, error 0.221 %
R^3-fit intercept, N=16   0.24702 e, error 0.066 %
q/eps from slope, N=16    0.2415 e
eps from intercept, N=16  4.0482
R^2-fit intercept, N=16   0.2731 e
power of decline          3.016
zero of Q, computed       60.00 bohr
zero of Q, formula        59.55 bohr
droop at 30 bohr, N=12    0.2896
droop at 30 bohr, N=16    0.1246
droop ratio, volume ratio 2.325, 2.370
potential drop 24-48 bohr  0.004159 hartree/e
same, formula             0.004133 hartree/e
rise without background   0.7585 e
q(1-1/eps)                0.7531 e
clipped spheres: R/L, grid sum (e), formula (e)
  0.500    0.1208    0.1179
  0.620    0.0408    0.0394
  0.750    0.0032    0.0031
  0.866   -0.0000    0.0000
second host: alpha        12.0 bohr^3
second host: eps          1.9099
second host: q/eps        0.5236 e
second host: intercept    0.5236 e
narrow averaging width    1.5 bohr
ripple, narrow, N=12      0.0418 e
ripple, wide, N=12        0.00011 e
\end{verbatim}
